# Loss, fluctuating currents and the imaginary part of the Green tensor

Fields are written as $\mathbf E(\mathbf r,t)=\int d\omega\,\mathbf E(\mathbf r,\omega)e^{-i\omega t}/2\pi$, in SI units, with $\omega>0$ unless stated otherwise and $k_0=\omega/c$. The medium is nonmagnetic, linear, passive and local; its dielectric tensor $\varepsilon(\mathbf r,\omega)$ may vary in space. A dagger means transposition and complex conjugation of a $3\times3$ tensor, and $\varepsilon''=(\varepsilon-\varepsilon^\dagger)/2i$ describes loss. For reciprocal matter $\varepsilon$ is symmetric, so $\varepsilon''=\mathrm{Im}\,\varepsilon$. With a source current $\mathbf j$, Maxwell's equations $\nabla\times\mathbf E=i\omega\mathbf B$ and $\nabla\times\mathbf B=\mu_0\mathbf j-i\omega\mu_0\varepsilon_0\varepsilon\mathbf E$ combine to
$$\nabla\times\nabla\times\mathbf E-k_0^2\varepsilon\mathbf E=i\omega\mu_0\mathbf j .$$
The Green tensor is the outgoing or decaying solution of
$$\nabla\times\nabla\times G(\mathbf r,\mathbf r')-k_0^2\varepsilon(\mathbf r)G(\mathbf r,\mathbf r')=I\delta(\mathbf r-\mathbf r'),$$
so that $\mathbf E(\mathbf r)=i\omega\mu_0\int G(\mathbf r,\mathbf s)\mathbf j(\mathbf s)\,d^3s$.

Take two real constant vectors $\mathbf a,\mathbf b$ and the point-source fields $\mathbf A(\mathbf s)=G(\mathbf s,\mathbf r)\mathbf a$ and $\mathbf B(\mathbf s)=G(\mathbf s,\mathbf r')\mathbf b$. Since $\nabla\cdot(\mathbf A\times\nabla\times\mathbf B)=(\nabla\times\mathbf A)\cdot(\nabla\times\mathbf B)-\mathbf A\cdot\nabla\times\nabla\times\mathbf B$, subtracting the same relation with the fields exchanged gives
$$\nabla\cdot(\mathbf A\times\nabla\times\mathbf B-\mathbf B\times\nabla\times\mathbf A)=\mathbf B\cdot\nabla\times\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\nabla\times\mathbf B .$$
Inserting the wave equations turns the right side into $k_0^2(\mathbf B\cdot\varepsilon\mathbf A-\mathbf A\cdot\varepsilon\mathbf B)+\mathbf B\cdot\mathbf a\,\delta(\mathbf s-\mathbf r)-\mathbf A\cdot\mathbf b\,\delta(\mathbf s-\mathbf r')$. The bracket vanishes for symmetric $\varepsilon$. Integrate over a large sphere with outward normal $\mathbf n$. If the distant region absorbs, the surface fields decay exponentially. If it is vacuum, $\nabla\times\mathbf B\simeq ik_0\mathbf n\times\mathbf B$, and the two surface terms are both $ik_0\mathbf A\cdot\mathbf B$ at leading order and cancel; the remainder falls as the inverse fourth power of the radius and its surface integral vanishes. Hence $\mathbf a\cdot G(\mathbf r,\mathbf r')\mathbf b=\mathbf b\cdot G(\mathbf r',\mathbf r)\mathbf a$, or
$$G(\mathbf r,\mathbf r')=G^T(\mathbf r',\mathbf r).$$

Now repeat the calculation with $\mathbf B$ replaced by $\mathbf B^*$, whose equation contains $\varepsilon^*$. Because $\mathbf A\cdot\varepsilon^*\mathbf B^*=\mathbf B^*\cdot\varepsilon^\dagger\mathbf A$, the dielectric terms no longer cancel:
$$\oint\mathbf n\cdot(\mathbf A\times\nabla\times\mathbf B^*-\mathbf B^*\times\nabla\times\mathbf A)\,dS=2ik_0^2\int\mathbf B^*\cdot\varepsilon''\mathbf A\,d^3s+\mathbf B^*(\mathbf r)\cdot\mathbf a-\mathbf A(\mathbf r')\cdot\mathbf b .$$
By reciprocity $\mathbf A(\mathbf r')\cdot\mathbf b=\mathbf a\cdot G(\mathbf r,\mathbf r')\mathbf b$, while $\mathbf B^*(\mathbf r)\cdot\mathbf a=\mathbf a\cdot G^*(\mathbf r,\mathbf r')\mathbf b$. Their difference is $2i\,\mathbf a\cdot\mathrm{Im}\,G(\mathbf r,\mathbf r')\mathbf b$. Reciprocity also gives $\mathbf A^T(\mathbf s)=\mathbf a^TG(\mathbf r,\mathbf s)$ and $\mathbf B^*(\mathbf s)=G^\dagger(\mathbf r',\mathbf s)\mathbf b$. When absorption fills the distant region the surface term is zero, and since $\mathbf a,\mathbf b$ are arbitrary,
$$k_0^2\int G(\mathbf r,\mathbf s)\,\varepsilon''(\mathbf s)\,G^\dagger(\mathbf r',\mathbf s)\,d^3s=\mathrm{Im}\,G(\mathbf r,\mathbf r').$$

If the bodies stand in unbounded lossless vacuum, the surface term survives. There $\nabla\times\mathbf A\simeq ik_0\mathbf n\times\mathbf A$, $\nabla\times\mathbf B^*\simeq-ik_0\mathbf n\times\mathbf B^*$, and the fields are transverse, so the surface integrand is $-2ik_0\mathbf A\cdot\mathbf B^*$. Dividing by $2i$ and moving it to the other side gives
$$\mathrm{Im}\,G(\mathbf r,\mathbf r')=k_0^2\int G\varepsilon''G^\dagger d^3s+k_0\oint G(\mathbf r,\mathbf s)G^\dagger(\mathbf r',\mathbf s)\,dS .$$
The second term is radiation arriving from the surroundings. In empty space it is the whole answer. With the far field $G\simeq e^{ik_0R}(I-\mathbf n\mathbf n)/4\pi R$ it becomes
$$\mathrm{Im}\,G_{\rm vac}=\frac{k_0}{16\pi^2}\int d\Omega\,(I-\mathbf n\mathbf n)e^{-ik_0\mathbf n\cdot(\mathbf r-\mathbf r')},\qquad \mathrm{Tr}\,\mathrm{Im}\,G_{\rm vac}(\mathbf r,\mathbf r)=\frac{k_0}{2\pi}.$$
A uniform weak loss $\varepsilon''=\eta$ replaces this surface by a large volume: the squared field decays as $e^{-\eta k_0s}$, and $k_0^2\eta\int_0^\infty e^{-\eta k_0s}ds=k_0$. The loss factor cancels against the growing emitting volume.

Without reciprocity, write $\mathcal L=\nabla\times\nabla\times-k_0^2\varepsilon$ and suppose that distant absorption removes boundary terms. Then $\mathcal L^\dagger-\mathcal L=2ik_0^2\varepsilon''$. Multiplying by $G$ on the left and $G^\dagger$ on the right, with $G\mathcal L=\mathcal L^\dagger G^\dagger=1$, gives
$$k_0^2\int G\varepsilon''G^\dagger d^3s=\frac{G(\mathbf r,\mathbf r')-G^\dagger(\mathbf r',\mathbf r)}{2i}.$$
This is the elementwise imaginary part if $G^\dagger(\mathbf r',\mathbf r)=G^*(\mathbf r,\mathbf r')$, which is reciprocity. For a uniform gyrotropic medium with diagonal permittivities $2+0.6i,\,2+0.6i,\,1.5+0.5i$, off-diagonal elements $\varepsilon_{yx}=-\varepsilon_{xy}=i(0.9+0.2i)$ and wavevector $(0.3,0.4,1.2)k_0$, using $\mathrm{Im}\,G$ instead gives an error of 1.30 times the norm of the correct tensor.

Inside matter the source singularity must be kept. For uniform scalar $\varepsilon$, with $k^2=\varepsilon k_0^2$ and $R=|\mathbf r-\mathbf r'|$,
$$G=\left(I+\frac{\nabla\nabla}{k^2}\right)\frac{e^{ikR}}{4\pi R}=\mathrm{PV}\,G-\frac{I}{3k^2}\delta(\mathbf r-\mathbf r').$$
Here PV excludes a small sphere around the source. The trace of $\nabla\nabla(1/4\pi R)$ is $-\delta$, and spherical symmetry assigns one third to each diagonal element. For $\mathbf r\ne\mathbf r'$ the loss integral meets this contact term at both points, which adds $-2k_0^2\varepsilon''\,\mathrm{Re}[G^*(\mathbf r,\mathbf r')/3k^2]$. A direct three-dimensional integration for $\varepsilon=2+1.5i$ and separation $0.8/k_0$ gives, in units of $k_0$, 0.07379 across the separation and $-0.02329$ along it, equal to $\mathrm{Im}\,G$ to the digits shown. The contact parts are 0.03428 and $-0.05420$, so neither result survives their omission. At coincident points in absorbing matter both sides diverge, because $G$ contains $(3\mathbf n\mathbf n-I)/4\pi k^2R^3$ with complex $k^2$; a local permittivity has no validity at such separations.

The strength of the fluctuating currents follows from a model of the medium as a continuum of harmonic oscillators. In a cell of volume $\delta V$, along a principal axis of $\varepsilon''$, let the polarization be $P=\sum_\nu c_\nu X_\nu/\delta V$, with $m(\ddot X_\nu+\nu^2X_\nu)=c_\nu E$. The response to $E$ has the loss
$$\varepsilon_0\varepsilon''=\frac1{\delta V}\sum_\nu\frac{c_\nu^2}{m}\,\mathrm{Im}\frac1{\nu^2-(\omega+i0)^2}=\frac1{\delta V}\sum_\nu\frac{\pi c_\nu^2}{2m\nu}\delta(\omega-\nu).$$
Any passive $\varepsilon''(\omega)$ can be represented by a choice of $c_\nu$. The free part of the motion is the noise. An oscillator in equilibrium has mean energy $\Theta(\nu)=(\hbar\nu/2)\coth(\hbar\nu/2k_BT)$, half of it potential, so $\langle X_\nu^2\rangle=\Theta/m\nu^2$ and the symmetrized correlation in time is $(\Theta/m\nu^2)\cos\nu t$. Its transform at positive frequency is $(\pi\Theta/m\nu^2)\delta(\omega-\nu)$. Summing independent oscillators,
$$S_P=\frac1{\delta V^2}\sum_\nu c_\nu^2\frac{\pi\Theta}{m\nu^2}\delta(\omega-\nu)=\frac{2\Theta}{\omega}\frac{\varepsilon_0\varepsilon''}{\delta V}.$$
Since $\mathbf j=-i\omega\mathbf P$, and $1/\delta V$ becomes a delta function for small cells,
$$S_j(\mathbf r,\mathbf r')=2\omega\varepsilon_0\varepsilon''\Theta\,\delta(\mathbf r-\mathbf r'),\qquad \langle\mathbf j(\omega)\mathbf j^\dagger(\omega')\rangle=2\pi\delta(\omega-\omega')S_j .$$

If every field mode is coupled to loss, the field forgets its initial state, and at late times these currents generate it entirely when no vacuum boundary contributes. With one temperature throughout,
$$S_E=\omega^2\mu_0^2\int GS_jG^\dagger=2\omega^3\mu_0^2\varepsilon_0\Theta\int G\varepsilon''G^\dagger d^3s=2\omega\mu_0\Theta\,\mathrm{Im}\,G(\mathbf r,\mathbf r'),$$
where $\mu_0\varepsilon_0\omega^2=k_0^2$ was used. If vacuum extends to infinity, the surface term requires incoming radiation at the same temperature. The link between free oscillator noise and true equilibrium was tested on three scalar field sites with stiffness 2 on each site and $-1$ between neighbours, and baths of damping 0.5 and 1.0 on the end sites, at temperature 0.3 with $\hbar=k_B=1$. Each bath had 600 oscillators up to frequency 30. Diagonalizing the complete system and summing the noise response gave the same equal-time correlations within $10^{-9}$ of the largest.

The electric energy density in vacuum is $\varepsilon_0\langle E^2\rangle/2$. Positive and negative frequencies contribute equally to the symmetrized mean square, so $\langle E^2\rangle=\int_0^\infty d\omega\,\mathrm{Tr}\,S_E/\pi$. Subtracting the zero-temperature spectrum replaces $\Theta$ by $\Theta_T=\hbar\omega/(e^{\hbar\omega/k_BT}-1)$, and
$$u_E=\int_0^\infty d\omega\,\frac{\omega}{\pi c^2}\,\Theta_T\,\mathrm{Tr}\,\mathrm{Im}\,G(\mathbf r,\mathbf r).$$
With $k_0/2\pi$ for the trace, the integrand is $\omega^2\Theta_T/2\pi^2c^3$, half the blackbody spectrum; the magnetic field supplies the other half.

Let an isotropic half-space occupy $z<0$ and observe at height $d$. For wavevector $K$ along the surface, the normal wavevectors are $k_z=\sqrt{k_0^2-K^2}$ in vacuum and $k_2=\sqrt{\varepsilon k_0^2-K^2}$ in matter, with nonnegative imaginary parts. The reflection coefficients are
$$r_s=\frac{k_z-k_2}{k_z+k_2},\qquad r_p=\frac{\varepsilon k_z-k_2}{\varepsilon k_z+k_2},$$
$r_p$ being the ratio of magnetic fields. A plane of sources launches waves with amplitude $i/2k_z$. The upward and downward $p$ polarization vectors are $(\mp k_z,0,K)/k_0$; each has unit square without conjugation, and their product is $(K^2-k_z^2)/k_0^2$. Apart from a real contact term, each $K$ therefore contributes
$$\mathrm{Tr}\,g=\frac{i}{2k_z}\left[2+\left(r_s+\frac{K^2-k_z^2}{k_0^2}r_p\right)e^{2ik_zd}\right].$$

For $K>k_0$ put $k_z=iq$. The free part is real, and $K^2-k_z^2=k_0^2+2q^2$, so
$$\mathrm{Im}\,\mathrm{Tr}\,g=\frac{e^{-2qd}}{2q}\left[\mathrm{Im}\,r_s+\left(1+\frac{2q^2}{k_0^2}\right)\mathrm{Im}\,r_p\right].$$
These waves vanish far above the surface, so the body currents must supply all of it. For $s$ polarization this can be seen explicitly. A source at $s<0$ produces $g=ie^{ik_zd-ik_2s}/(k_z+k_2)$ above, and $\int_{-\infty}^0|e^{-ik_2s}|^2ds=1/(2\,\mathrm{Im}\,k_2)$. Since $k_0^2\varepsilon''=\mathrm{Im}\,k_2^2=2\,\mathrm{Re}\,k_2\,\mathrm{Im}\,k_2$, the loss integral is $e^{-2qd}\,\mathrm{Re}\,k_2/|iq+k_2|^2$. On the other side,
$$\mathrm{Im}\,r_s=\frac{\mathrm{Im}[(iq-k_2)(-iq+k_2^*)]}{|iq+k_2|^2}=\frac{2q\,\mathrm{Re}\,k_2}{|iq+k_2|^2},$$
which gives the same result after division by $2q$.

For $K<k_0$ the same source integral gives $\mathrm{Re}\,k_2/|k_z+k_2|^2=(1-|r_s|^2)/4k_z$. The full $s$ part is $[1+\mathrm{Re}(r_se^{2ik_zd})]/2k_z$. Their difference is $|1+r_se^{2ik_zd}|^2/4k_z$, the squared standing wave formed by radiation incident from above. At $K=0.6k_0$, $\varepsilon=-2+0.7i$ and heights $0.7/k_0$ and $0.3/k_0$, omitting the incident radiation from both polarizations removes 91% of the tensor, measured by the norm of the missing part.

Very close to the surface, large $q$ dominates. Then $k_z\simeq k_2\simeq iq$ and $r_p\simeq(\varepsilon-1)/(\varepsilon+1)$. The sum over surface wavevectors is $\int d^2K/(2\pi)^2=\int K\,dK/2\pi$. Using $K\,dK=q\,dq$ and $\int_0^\infty q^2e^{-2qd}dq=1/4d^3$,
$$\mathrm{Tr}\,\mathrm{Im}\,G\simeq\frac1{2\pi k_0^2}\,\mathrm{Im}\frac{\varepsilon-1}{\varepsilon+1}\int_0^\infty q^2e^{-2qd}dq=\frac1{8\pi k_0^2d^3}\,\mathrm{Im}\frac{\varepsilon-1}{\varepsilon+1}.$$

As an example take a polar crystal with
$$\varepsilon(\mathcal E)=\varepsilon_\infty\left[1+\frac{\mathcal E_L^2-\mathcal E_T^2}{\mathcal E_T^2-\mathcal E^2-i\gamma\mathcal E}\right],\qquad \mathcal E=\hbar\omega,$$
where $\mathcal E_T=98$ meV, $\mathcal E_L=120$ meV, $\gamma=0.6$ meV and $\varepsilon_\infty=6.7$. These are rough typical values for silicon carbide. The crystal is at 300 K and $d=100$ nm. Without damping, $\varepsilon=-1$ gives the surface resonance
$$\mathcal E_s=\sqrt{\frac{\varepsilon_\infty\mathcal E_L^2+\mathcal E_T^2}{\varepsilon_\infty+1}}=\sqrt{\frac{6.7(120)^2+98^2}{7.7}}\ \mathrm{meV}=117.4\ \mathrm{meV}.$$
With damping, $\varepsilon=-0.998+0.130i$ there, and the local noise conductivity $\omega\varepsilon_0\varepsilon''$ is 205 S/m. The reflection factor is $2\varepsilon''/|\varepsilon+1|^2\simeq15.4$. With $k_0d=0.0595$, the near-field formula gives $1.731\times10^9\ \mathrm m^{-1}$. Summing the body currents and integrating the reflection formula both give $1.729\times10^9\ \mathrm m^{-1}$, about $1.8\times10^4$ times the vacuum value.

The emitting layer is thin at this energy. In the near-field limit $\mathrm{Im}\,k_2\simeq q$, so currents down to depth $D$ supply the fraction $1-[d/(d+D)]^3$. Setting it to 0.9 gives $D=(10^{1/3}-1)d\simeq115$ nm; the full calculation gives 112 nm.

Between 2 and 500 meV the evanescent thermal electric energy density is 338 $\mu$J/m$^3$, or $3.4\times10^{-4}$ J/m$^3$. The blackbody electric value is 3.06 $\mu$J/m$^3$, smaller by a factor of 110. The band from 110 to 125 meV holds 314 $\mu$J/m$^3$, or 93% of the evanescent part. Propagating waves emitted by the body add 0.85 $\mu$J/m$^3$; those from the surroundings depend on the temperature there and are not included.

Doubling $\gamma$ with all else fixed lowers the spectral peak to about half its value but changes the evanescent energy by only 2.5%. Near resonance $\varepsilon+1\simeq\alpha(\mathcal E-\mathcal E_s)+i\varepsilon''$ with real slope $\alpha$, so the reflection factor is a Lorentzian of height $2/\varepsilon''$ and area $2\pi/\alpha$. Damping changes the height but, at this order, not the area.

Silicon carbide is a real polar crystal with optical phonons in this energy range, but samples depart from the model. A surface 10 K cooler than assumed lowers the evanescent energy by 14%. A carrier density of $10^{17}$ cm$^{-3}$ with effective mass $0.4m_e$ shifts the resonance by 0.06 meV, neglecting carrier damping; the shift is linear in density at this order, so near $10^{18}$ cm$^{-3}$ it rivals the phonon damping. Carriers have a much larger effect on the total energy, because they add a surface plasmon. At $10^{17}$ cm$^{-3}$ the plasma energy is 18.6 meV, and with $\varepsilon(0)=\varepsilon_\infty\mathcal E_L^2/\mathcal E_T^2\simeq10$ the condition $\varepsilon=-1$ puts the plasmon at $\mathcal E_p=18.6\ \mathrm{meV}/\sqrt{\varepsilon(0)+1}\simeq5.6$ meV. In the near field a resonance at energy $\mathcal E$ contributes in proportion to $(\Theta_T/\mathcal E)(2\pi/\alpha)$. For the plasmon $\alpha=2[\varepsilon(0)+1]/\mathcal E_p$ and $\Theta_T\simeq23$ meV, which gives about 6.6 meV; for the phonon resonance $\alpha\simeq0.43$ per meV and $\Theta_T\simeq1.27$ meV, which gives about 0.16 meV. The plasmon would thus hold roughly 40 times the energy of the phonon resonance, and the energies above describe a crystal without free carriers. Carrier damping can be as large as the plasmon energy itself; it then spreads this contribution over a broad spectrum instead of a sharp line, but changes its total only slightly when that total is counted down to zero frequency; above 2 meV the ratio drops to about 33 for a damping of 5.6 meV. These estimates assume carriers that respond locally right up to the surface. Screening over the Debye length of 12 nm removes about a fifth of the carrier contribution, and a depleted surface layer, common on real silicon carbide, removes much more: band bending of 0.1, 0.5 and 1 V depletes about 33, 75 and 105 nm and lowers the ratio to about 24, 12 and 8. In a uniaxial crystal with its axis along the normal, the resonance condition becomes $\varepsilon_\perp\varepsilon_\parallel=1$. Lowering the axial transverse phonon by 1 meV shifts the resonance by only $-0.05$ meV, but lowering the axial longitudinal phonon by 1 meV shifts it by $-0.49$ meV, because the resonance lies close to $\mathcal E_L$. Typical splittings in the hexagonal polytypes give a shift of roughly $-0.4$ to $-0.5$ meV, comparable to the damping. Averaging the resonant trace over the two heights 95 and 105 nm gives 1.5% more than its value at 100 nm, and an order-of-magnitude estimate of the nonlocal phonon response gives a shift of $5\times10^{-4}$ meV. Away from resonance a finite wafer matters for the propagating waves: in this model the absorption length at 60 meV is about 0.36 mm, so a thinner wafer is partly transparent and emits less. With vacuum behind the wafer, the evanescent part hardly changes when averaged over interference fringes, provided the wafer is thicker than about 10 $\mu$m (a 1 $\mu$m film can lose a quarter of it), because waves with $K>k_0$ are totally reflected at the back face and cannot escape there. The evanescent magnetic energy, left out of $u_E$, is 14% of the electric part.

An energy density is not a heat flux. For bodies at different temperatures, each body's currents carry their own $\Theta$, the loss integral must be split body by body, and the flux needs the correlation of electric and magnetic fields. The single factor $\Theta\,\mathrm{Im}\,G$ belongs to common equilibrium. The numerical output lists the remaining intermediate values.

## Values computed for the example and the checks

```
TESTS (k0 = 1 where lengths are scaled)
Uniform matter eps=2+1.5i, separation 0.8: xx, zz
  loss integral          0.0737913 -0.0232896
  Im G                   0.0737913 -0.0232896
  contact part included  0.0342839 -0.0542008
Loss 0.002, integral     0.0467588 0.0490817
Vacuum Im G              0.0464902 0.0497330
Half-space, K=0.6: relative deficit without far term 0.9120
Graded slab: absorbed 0.099367, escaping 0.194922
Graded slab: Im g 0.294288
Gyrotropic matter: relative error of using Im G 1.3007
Oscillator bath: relative discrepancy 9.4e-10
EXAMPLE INPUTS
Phonon energies TO, LO; damping: 98.0, 120.0; 0.6 meV
High-frequency permittivity 6.7
Temperature 300 K, height 100 nm
AT THE SURFACE RESONANCE
Energy 117.376 meV
Permittivity -0.9978 + 0.1299 i
k0 d 0.05948
Local noise conductivity 205.11 S/m
Thermal mean oscillator energy 1.2659 meV
Zero-point energy 58.688 meV
Evanescent Tr Im G from currents    1.729109e+09 1/m
Evanescent Tr Im G from reflection  1.729109e+09 1/m
Near-field limit                    1.730795e+09 1/m
Propagating part from body          3.5462e+03 1/m
Vacuum Tr Im G                      9.4670e+04 1/m
Ratio evanescent/vacuum 1.8265e+04
Depth supplying 90 percent 112.4 nm
THERMAL ENERGY DENSITY, 2 to 500 meV
Electric, evanescent         337.774 uJ/m3
  of which 110 to 125 meV    313.525 uJ/m3
Electric, propagating, body  0.848 uJ/m3
Electric, blackbody          3.064 uJ/m3
Evanescent/blackbody electric ratio 110.24
Spectral peak 117.4 meV
NEGLECTED EFFECTS
Magnetic/electric evanescent energy 0.13530
Height +-5 nm: mean resonant Tr Im G ratio 1.0151
Damping doubled: peak ratio 0.508, energy ratio 1.025
Nonlocal shift, lattice 0.44 nm: 5.3e-04 meV
Carriers 1e+17 cm^-3, mass 0.4 m_e:
  plasma energy 18.57 meV, resonance shift 0.058 meV
Axial TO lower by 1 meV: resonance shift -0.053 meV
Surface 10 K cooler: energy ratio 0.8569
Absorption length at 60 meV 355.8 um
```
